# How finely must a Gaussian pseudopotential be tabulated?

## The problem

One electron moves in the field of a bare ion described by a pseudopotential with a separate radial function for each angular momentum \(l\). In Hartree atomic units,
\[
V_l(r)=-\frac{Z}{r}\left(1-e^{-ar^2}\right)+aZr\,e^{-br^2}+C e^{-dr^2}+\delta_{l0}\,B e^{-gr^2}.
\]
The parameters are round model values, not those of an element: \(Z=4\), \(C=-5\) and \(B=20\) hartree, and \(a=10\), \(b=8\), \(d=7\), \(g=6\) bohr\(^{-2}\). The radial function \(u\), normalized by \(\int_0^\infty u^2dr=1\), obeys
\[
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V_l\right]u=Eu .
\]

A program is to read \(V_l\) from a table of \(f(r)=rV_l(r)\) and interpolate it with a cubic spline \(s(r)\) in the variable \(r\). The potential it uses is then \(s(r)/r\). Two grids are considered:

- a linear grid from 0 to 4 bohr with spacing \(h\);
- a logarithmic grid from 0.01 to 4 bohr with step \(h\) in \(\ln r\), the potential being held constant below the first node.

The spline is given the correct slope \(f'\) at both ends. Beyond 4 bohr, \(f=-Z\); the Gaussians have died out there, the slowest as \(e^{-6\cdot16}\).

How large may \(h\) be on each grid if the two lowest s levels and the lowest p level are to be in error by less than 10 microhartree?

## A tempting solution

The table changes the potential by \(\Delta V=(s-f)/r\). Suppose \(|\Delta V|\le\eta\) everywhere. Then the energy expectation value of every normalized state changes by at most \(\eta\). By the min-max principle, the \(n\)th level is the minimum, over all \(n\)-dimensional spaces of trial functions, of the largest expectation value in the space. Each of these largest values moves by at most \(\eta\), and so does their minimum:
\[
|\Delta E|\le\max_r|\Delta V(r)| .
\]
To keep the levels within 10 microhartree, the potential must therefore be reproduced within 10 microhartree at every \(r\). Refining the linear table in steps of 20 intervals until the largest error found on a dense mesh, in either channel, falls below this value gives \(h=0.0080\) bohr. The table needs \(4/0.0080+1=501\) entries for each channel, or nearly so, since the table with 481 entries fails the test and will not do.

## Where it goes wrong

The inequality is correct, and the table with 501 entries is good enough. The fault lies in the word "must". The inequality shows that a small error of the potential is sufficient for a small error of the level. It does not show that it is necessary.

An eigenvalue does not respond to the largest value of \(\Delta V\). To first order it responds to an average,
\[
\Delta E\simeq\int_0^\infty u^2\,\Delta V\,dr=\int_0^\infty\frac{u^2}{r}\,(s-f)\,dr, \tag{1}
\]
in which errors count little where the electron is seldom found, and errors of opposite sign cancel. To find the permissible spacing we need this average, and hence the form of the spline error.

## The function in the table

Near the origin,
\[
-\frac{Z}{r}\left(1-e^{-ar^2}\right)=-aZr+\tfrac12a^2Zr^3-\dots,\qquad
aZr\,e^{-br^2}=aZr-abZr^3+\dots
\]
The linear terms cancel. The remaining Gaussians contain even powers of \(r\), so
\[
V_l(r)=V_l(0)+c_2r^2+aZ\left(\tfrac a2-b\right)r^3+\dots,
\]
with \(V_0(0)=C+B=15\) hartree and \(V_1(0)=C=-5\) hartree. Multiplication by \(r\) gives
\[
f(0)=0,\qquad f'(0)=V_l(0),\qquad f''(0)=0,\qquad f''''(0)=24aZ\left(\tfrac a2-b\right). \tag{2}
\]
The vanishing of \(f''(0)=2V_l'(0)\) expresses that the potential has no slope at the nucleus. At large \(r\), \(f\) tends to the constant \(-Z\), which a cubic reproduces without error. In a table of \(rV\) the Coulomb tail therefore costs no accuracy. This does not always make such a table the shorter one: for this model a linear table of \(V\) itself, from 0 to 4 bohr with correct end slopes, meets the target with 46 entries, against the 50 found below for \(rV\).

## The error of the spline

Take the interval from \(r_i\) to \(r_{i+1}=r_i+\delta\) and write \(r=r_i+t\delta\), with \(0\le t\le1\).

**First, a cubic with correct slopes.** Let \(p\) be the cubic that has the values and slopes of \(f\) at both ends. Fix a point \(r\) inside the interval and choose the number \(K\) so that
\[
G(y)=f(y)-p(y)-K(y-r_i)^2(y-r_{i+1})^2
\]
vanishes at \(y=r\). Then \(G\) has zeros at \(r_i\), \(r\) and \(r_{i+1}\), so \(G'\) vanishes at two points between them, and also at both ends by construction. With four zeros of \(G'\), there is a point \(\xi\) where \(G''''(\xi)=0\). Since \(p''''=0\) and the fourth derivative of the last product is 24, \(K=f''''(\xi)/24\). Hence
\[
f-p=\frac{\delta^4}{24}f''''(\xi)\,t^2(1-t)^2 . \tag{3}
\]

**Second, the slopes of the spline.** The spline has correct values at the nodes, but its slopes there are fixed by the continuity of \(s''\). Let \(\varepsilon_i=s'(r_i)-f'(r_i)\). The cubic with zero end values and end slopes \(\varepsilon_i,\varepsilon_{i+1}\) is
\[
q=\delta\left[\varepsilon_i\,t(1-t)^2-\varepsilon_{i+1}\,t^2(1-t)\right],
\]
and \(s=p+q\). Two derivatives with respect to \(r\) give
\[
q''(r_i)=-\frac{4\varepsilon_i+2\varepsilon_{i+1}}{\delta},\qquad
q''(r_{i+1})=\frac{2\varepsilon_i+4\varepsilon_{i+1}}{\delta}.
\]
For \(p\), the end values and slopes determine
\[
p''(r_i)=\frac{6(f_{i+1}-f_i)}{\delta^2}-\frac{4f_i'+2f_{i+1}'}{\delta}.
\]
We insert the Taylor series about \(r_i\). The terms in \(f'\) give \((6-4-2)f'/\delta=0\), those in \(f''\) give \((3-2)f''\), those in \(f'''\) give \((1-1)\delta f'''=0\), and those in \(f''''\) give \((\tfrac14-\tfrac13)\delta^2f''''\). Thus
\[
p''(r_i)=f''_i-\frac{\delta^2}{12}f''''_i+O(\delta^3).
\]
The interval to the left gives the same expression with its own length. Call the lengths to the left and right \(\delta_-\) and \(\delta_+\). Equality of \(s''\) from both sides requires
\[
\frac{2\varepsilon_{i-1}+4\varepsilon_i}{\delta_-}+\frac{4\varepsilon_i+2\varepsilon_{i+1}}{\delta_+}
=\frac{f''''_i}{12}\left(\delta_-^2-\delta_+^2\right)+O(h^3).
\]
On the linear grid the bracket on the right is zero. On the logarithmic grid \(\delta_+=e^h\delta_-\), so it is of order \(h^3\). The right side is therefore \(O(h^3)\) on both grids. Now choose the node with the largest \(|\varepsilon_i|\). The left side is there at least \((4-2)|\varepsilon_i|(1/\delta_-+1/\delta_+)\) in magnitude. Since the lengths are of order \(h\), \(|\varepsilon_i|=O(h^4)\). The end slopes are correct, so no larger error enters from the ends.

The correction \(q\) carries another factor \(\delta\) and is \(O(h^5)\). To leading order (3) therefore holds for the spline too:
\[
s-f=-\frac{\delta^4}{24}f''''\,t^2(1-t)^2+O(h^5). \tag{4}
\]

## The error of the level

We put (4) into (1). Over one short interval \(u^2/r\) and \(f''''\) hardly change, and the average over \(t\) is
\[
\int_0^1t^2(1-t)^2dt=\frac13-\frac24+\frac15=\frac1{30}.
\]
With \(24\cdot30=720\), the sum over intervals becomes
\[
\Delta E\simeq-\frac1{720}\int\frac{u^2}{r}\,\delta(r)^4f''''(r)\,dr,\qquad
\delta=\begin{cases}h&\text{linear}\\ hr&\text{logarithmic.}\end{cases} \tag{5}
\]
This is the leading term at small \(h\) for an isolated level. On the logarithmic grid, the constant potential below 0.01 bohr adds an error that does not vanish with \(h\). Its first-order value is tested to be below 0.1 microhartree for each of the three states.

On the linear grid, let \(w=u^2/r\) and \(I=\int wf''''dr\). Two integrations by parts give
\[
I=\left[wf'''-w'f''\right]_0^{\infty}+\int_0^\infty w''f''\,dr=\int_0^\infty w''f''\,dr .
\]
The upper limit gives nothing because the derivatives of \(f\) have died out. At the lower limit \(w(0)=0\), since \(u\) starts at least as \(r\), and \(f''(0)=0\) by (2). If \(w\) were a straight line through the origin, \(w''\) and hence \(I\) would vanish: the positive and negative parts of \(wf''''\) would cancel completely. Only the curvature of \(w\) over the range of the Gaussians leaves a remainder, whose size has to be computed. The computed values are as follows.

| level | \(E\) (hartree) | \(I\) (hartree/bohr\(^4\)) | \(\lvert I\rvert/\int\lvert wf''''\rvert dr\) |
|---|---|---|---|
| s, first | −2.32467 | −156.3 | 0.27 |
| s, second | −0.97755 | −56.5 | 0.35 |
| p, first | −1.75053 | −21.0 | 0.13 |

The cancellation reduces the error by a factor between about three and eight. Because \(I\) is negative, the linear table raises all three levels.

## The linear grid

The first s level has the largest \(|I|\) and sets the spacing. Setting \(|\Delta E|=10^{-5}\) hartree in (5),
\[
h\simeq\left(\frac{720\times10^{-5}}{156.3}\right)^{1/4}=\left(4.61\times10^{-5}\right)^{1/4}=0.0824\ \text{bohr}.
\]
This is an estimate, because (5) omits higher powers of \(h\), and the spacing is not small compared with the width of the Gaussians, \(1/\sqrt a=0.32\) bohr. The levels must therefore be computed with the tabulated potential itself. For the first s level the errors are

| \(h\) (bohr) | error (microhartree) |
|---|---|
| 0.20 | 420.6 |
| 0.10 | 22.7 |
| 0.05 | 1.37 |

Halving \(h\) divides the error by 18.5 and then by 16.6, approaching the factor \(2^4=16\) of the leading law.

A single table that passes could owe its success to an accidental change of sign. We therefore call a spacing safe if its table and every finer one in the scan, up to 160 intervals, keep all three levels within the target. With 48 intervals, \(h=0.0833\) bohr, the worst error is 10.8 microhartree. With 49 intervals, \(h=0.0816\) bohr, the errors are 9.94, 3.65 and 1.36 microhartree in the order of the table of levels. This is the coarsest safe table, with 50 entries.

Its margin of 0.06 microhartree is smaller than the 0.3 microhartree within which an independent finite-difference calculation is required to confirm the shifts. One more interval is a sensible precaution. It gives \(h=0.080\) bohr, and by the fourth-power law an error near \(9.94\,(0.0800/0.0816)^4\simeq9.2\) microhartree.

## Why the first answer was ten times too small

At the safe linear spacing the largest error of the potential, taken over both channels, is about 11,300 microhartree, more than a thousand times the error of any of the three levels. The place to look is the first interval, where \(r=th\). There (4) gives
\[
\Delta V=\frac{s-f}{r}\simeq-\frac{h^3}{24}f''''(0)\,t(1-t)^2 .
\]
Division by the small \(r\) has removed one power of \(h\): the error is of order \(h^3\) here and of order \(h^4\) at any fixed \(r>0\). From (2), \(f''''(0)=24\cdot10\cdot4\cdot(5-8)=-2880\) hartree/bohr\(^3\). The factor \(t(1-t)^2\) is largest at \(t=\tfrac13\), where it equals \(\tfrac4{27}\). The peak is thus
\[
\frac{2880}{24}\cdot\frac4{27}\,h^3\simeq17.8\,h^3 .
\]
For \(h=0.0080\) bohr this is \(9.1\times10^{-6}\) hartree, just below the target, which accounts for the spacing found in the tempting solution. For \(h=0.0816\) bohr it is about 9,700 microhartree, the same for both channels because \(f''''(0)\) does not depend on \(l\), and of the size of the 11,300 observed. This is the leading term only. At this spacing the largest error lies in the first interval in both channels, near \(t=\tfrac13\), but higher powers of \(h\) make it about 11,300 microhartree in the p channel and 8,500 in the s channel.

The levels scarcely notice this peak. In an s state \(u^2\) grows as \(r^2\), so the first interval holds a probability of order \(h^3\) and contributes to \(\Delta E\) in order \(h^6\). In a p state \(u^2\) grows as \(r^4\), so the probability is of order \(h^5\) and the contribution of order \(h^8\). At the safe spacing the first interval contributes about 0.1 of the 9.94 microhartree of the first s level.

The peak fixes the value 0.0080 bohr, but it explains only part of the factor of ten. With the first interval left out, the same test on the potential still needs \(h\simeq0.012\) bohr. Applied only to \(r>0.5\) bohr, where about 98% of the probability of the lowest s and p states lies, it still needs \(h\simeq0.028\) bohr. The tempting solution is too strict at all these radii, because it limits the largest value of \(\Delta V\), whereas the level responds to the weighted average (1). Most of the gain comes from the averaging with the weight \(u^2\): the condition \(\int u^2|\Delta V|\,dr<10\) microhartree, which allows no cancellation, already permits \(h\simeq0.058\) bohr. The cancellation of errors of opposite sign supplies the remaining factor of about 1.4.

## The logarithmic grid

Here \(\delta=hr\), and the weight \(r^4\) in (5) changes both the size and the sign of the integral. At \(h=0.03994\) the leading law gives \(-0.278\) microhartree for the first s level, and the actual shift is \(-0.280\). Scaling the former with the fourth power of \(h\) gives the estimate
\[
h\simeq0.03994\left(\frac{10}{0.278}\right)^{1/4}=0.098 .
\]
The scan finds a worst error of 10.5 microhartree at \(h=0.0982\). The coarsest safe table has \(h=0.0966\), with errors of \(-9.82\), \(-0.78\) and \(-3.49\) microhartree. It has \(\ln(400)/0.0966=62\) intervals and 63 entries. One more interval, \(h=0.095\), again provides a margin.

For this potential and a first node at 0.01 bohr, the logarithmic table is the longer one. Its local spacing equals that of the linear table at \(r=0.0816/0.0966=0.84\) bohr; it is finer inside this radius and coarser outside. Between 0.01 and 0.1 bohr it places \(\ln(10)/0.0966\simeq24\) intervals, where the linear table has about one. Those intervals resolve a region in which the nonsingular potential is smooth and the electron is rare. The comparison depends on the first node: moving it inwards by another factor of ten, at the same \(h\), would add 24 entries. Moving it outwards to 0.03 bohr leaves 52 entries that still meet the target, and with a first node at 0.05 bohr the coarsest safe table has 47 entries, fewer than the 50 of the linear table. A first node at 0.1 bohr misses the target even with 200 intervals, because the constant potential below it lowers the first s level by about 19 microhartree. The outer end matters as well: for tables that end at 2 bohr, the linear grid needs 26 entries and the logarithmic grid from 0.01 bohr needs 56.

These spacings belong to this potential and these three levels. Doubling all four exponents raises the error of the first s level in the linear table of 50 entries from 9.9 to about 40 microhartree. Raising a single exponent can move it either way: \(g=12\) bohr\(^{-2}\) gives 19.3 microhartree and \(d=14\) bohr\(^{-2}\) gives 9.8. The value of \(f''''(0)\), which fixes the peak of \(\Delta V\), does not govern it. With \(a=16\) bohr\(^{-2}\) (which also changes the prefactor \(aZ\)), \(f''''(0)\) vanishes by (2). With \(a=20\) bohr\(^{-2}\) it is \(+3840\) hartree/bohr\(^3\). The error is 9.3 microhartree in both cases. Other states have other weights \(u^2/r\). Equation (5) then supplies a new estimate, which a new scan has to confirm.

## What the eigenvalues do not check

The tolerance of the levels towards errors near the nucleus has a drawback in quantum Monte Carlo, where the energy is sampled point by point. Suppose that the first entry of the linear s table is \(\varepsilon\) instead of zero. The potential then contains \(\varepsilon/r\). Write \(u=A(r+cr^2+\dots)\) for an s state, so that \(R=u/r=A(1+cr+\dots)\). In \(u''=2(V-E)u\), the left side tends to \(2Ac\) at the origin and the right side to \(2(\varepsilon/r)Ar=2A\varepsilon\). Therefore
\[
\frac{R'(0)}{R(0)}=c=\varepsilon=s(0).
\]
A correct table has \(s(0)=0\) and gives an orbital without a cusp. A wrong first entry creates a false one.

With \(\varepsilon=0.1\) hartree bohr in the safe linear table, the computed cusp is 0.100 bohr\(^{-1}\); with the correct entry it vanishes within the numerical error. The first s level moves by only 9.9 microhartree, yet at \(r=0.001\) bohr the potential is wrong by 100 hartree. Added to the interpolation error, this shift would break the target. An entry of the opposite sign, \(\varepsilon=-0.1\) hartree bohr, nearly cancels the interpolation error instead: both s levels are then wrong by less than 0.2 microhartree, and the table passes in spite of its false cusp. An entry wrong by a tenth as much would, to first order, move the level by about 1 microhartree and could pass unnoticed in a table with two more intervals, where the fourth-power law puts the interpolation error near \(9.94\,(49/51)^4\simeq8.5\) microhartree, while the potential at that point would still be wrong by 10 hartree.

A smooth trial function without a cusp has a finite kinetic contribution to the local energy at the nucleus, so nothing cancels the false \(\varepsilon/r\), and the local energy diverges there. The divergence is square-integrable with the weight \(u^2\), so the variance of the local energy stays finite: for the exact first s orbital of the untabulated potential it rises from about \(2\times10^{-8}\) hartree\(^2\) with the correct table to \(5\times10^{-5}\) hartree\(^2\) with \(\varepsilon=0.1\) hartree bohr. This rise is modest. A trial orbital built from six Gaussians, with an energy error of 0.2 millihartree, already has a variance near \(10^{-2}\) hartree\(^2\), and one built from ten, with an energy error below 1 microhartree, has about \(7\times10^{-5}\) hartree\(^2\). The false cusp therefore adds noticeably to the variance only for nearly exact orbitals. It does leave the local energy unbounded at the nucleus, and the scan of the levels cannot be relied on to reveal it. For a table meant for quantum Monte Carlo it is worth checking separately that the first entry on the linear grid is zero.

## Calculated quantities

```
Model: Z=4, a=10, b=8, d=7, g=6 bohr^-2; C=-5, B=20 Ha
Table end 4.0 bohr; first log node 0.01 bohr
V(0): s 15.000 Ha, p -5.000 Ha
Reference s level 1: -2.3246694 Ha
Reference s level 2: -0.9775461 Ha
Reference p level 1: -1.7505306 Ha
Linear-grid integral I (Ha/bohr^4), and |I|/integral of modulus:
  s level 1: I=-156.263, by parts -156.263, ratio 0.2704
  s level 2: I=-56.450, by parts -56.450, ratio 0.3491
  p level 1: I=-20.961, by parts -20.961, ratio 0.1255
Law test, linear, h=0.02500: errors in microhartree
  s level 1: actual 0.08502, law 0.08478
  s level 2: actual 0.03076, law 0.03063
  p level 1: actual 0.01143, law 0.01137
Law test, log, h=0.03994: errors in microhartree
  s level 1: actual -0.27987, law -0.27829
  s level 2: actual -0.02010, law -0.01949
  p level 1: actual -0.10141, law -0.10128
linear scan: h (bohr), errors s1, s2, p1 (microhartree)
  h=0.20000: 420.646, 166.533, 66.021
  h=0.10000: 22.745, 8.407, 3.160
  h=0.05000: 1.372, 0.499, 0.186
  SAFE h=0.08163 bohr, 50 entries
  errors there: 9.943, 3.647, 1.364
  last failing h=0.08333, worst error 10.813 microhartree
  estimate of h from leading law: 0.08239
log scan: h (in ln r), errors s1, s2, p1 (microhartree)
  h=0.29957: -1148.258, -184.209, -339.473
  h=0.14979: -58.981, -5.461, -20.344
  h=0.07489: -3.501, -0.265, -1.257
  SAFE h=0.09664 in ln r, 63 entries
  errors there: -9.819, -0.780, -3.494
  last failing h=0.09822, worst error 10.489 microhartree
  estimate of h from leading law: 0.09780
Largest potential error at safe linear h: 11320.1 microhartree
Largest potential error at safe log h: 8617.6 microhartree
Linear h certified by potential error alone: 0.00800 bohr
First-entry error: 0.1 Ha bohr
Cusp R'(0)/R(0): clean -0.00001, spoiled 0.10023 bohr^-1
Resulting change of s level 1: 9.937 microhartree
False potential at r=0.001 bohr: 99.967 Ha
```
